# Adatom Diffusion on fcc(111) with Unequal fcc and hcp Sites

## Which barrier sets the diffusion coefficient?

A calculation of adatom migration on an fcc(111) surface gives two barriers for one saddle point: one measured from the fcc hollow, the other from the hcp hollow. Before a diffusion coefficient can be quoted, or a growth simulation run on a lattice of fcc sites alone, one must decide which barrier to use, with what geometrical factor, and whether the second site may be dropped. The answer follows from

$$
D=\frac{a^2}{2}\,\frac{k_f k_h}{k_f+k_h}. \tag{1}
$$

Here $a$ is the distance between neighbouring sites of the same kind, $k_f$ is the hop rate from an fcc site to each one of its three hcp neighbours, and $k_h$ is the rate from an hcp site to each one of its three fcc neighbours. These are rates per direction, as transition-state theory gives for a single saddle point. The total escape rates, which one would read from residence times in a molecular-dynamics run, are $3k_f$ and $3k_h$. Inserting them in (1) without correction would make $D$ three times too large.

The model is a single adatom on a flat, unstrained terrace. It hops between nearest-neighbour hollows, and each hop is independent of the earlier ones once the present site is known. The diffusion coefficient is defined by the mean square displacement in two dimensions,

$$
D=\lim_{t\to\infty}\frac{\langle r^2(t)\rangle}{4t}. \tag{2}
$$

## Geometry of the hops

The fcc hollows form a triangular lattice with basis vectors $\mathbf a_1=a(1,0)$ and $\mathbf a_2=a(\tfrac12,\tfrac{\sqrt3}{2})$. The hcp hollows form an identical lattice, shifted by $(\mathbf a_1+\mathbf a_2)/3$. Together they make a honeycomb. The three hops out of an fcc site are

$$
\mathbf d_1=a\left(\tfrac12,\tfrac{1}{2\sqrt3}\right),\quad
\mathbf d_2=a\left(-\tfrac12,\tfrac{1}{2\sqrt3}\right),\quad
\mathbf d_3=a\left(0,-\tfrac{1}{\sqrt3}\right), \tag{3}
$$

and the hops out of an hcp site are $-\mathbf d_i$. Adding components gives

$$
\sum_i\mathbf d_i=0,\qquad |\mathbf d_i|^2=\frac{a^2}{3}. \tag{4}
$$

The sums of squared components are $\sum_i d_{ix}^2=a^2(\tfrac14+\tfrac14)=a^2/2$ and $\sum_i d_{iy}^2=a^2(\tfrac1{12}+\tfrac1{12}+\tfrac13)=a^2/2$. The mixed sum $\sum_i d_{ix}d_{iy}$ vanishes, because the contributions of $\mathbf d_1$ and $\mathbf d_2$ cancel. For any wave vector $\mathbf q$, therefore,

$$
\sum_i(\mathbf q\cdot\mathbf d_i)^2=\frac{a^2q^2}{2}. \tag{5}
$$

## Site occupations

Let $P_f$ and $P_h=1-P_f$ be the probabilities that the adatom is in some fcc or some hcp site. It leaves an fcc site at total rate $3k_f$ and an hcp site at total rate $3k_h$, so

$$
\frac{dP_f}{dt}=-3k_fP_f+3k_h(1-P_f)=3k_h-3(k_f+k_h)P_f. \tag{6}
$$

Setting the derivative to zero gives the stationary occupations

$$
\theta_f=\frac{k_h}{k_f+k_h},\qquad \theta_h=\frac{k_f}{k_f+k_h}. \tag{7}
$$

The kind of site with the smaller escape rate has the larger occupation. Equation (6) is linear, and its solution is

$$
P_f(t)=\theta_f+[P_f(0)-\theta_f]e^{-\Gamma t},\qquad \Gamma=3(k_f+k_h). \tag{8}
$$

## Mean square displacement

Suppose that the adatom is in an fcc site at displacement $\mathbf r$ from its start. In a short time $dt$ it makes hop $\mathbf d_i$ with probability $k_f\,dt$. The expected change of $r^2$ is

$$
k_f\,dt\sum_i\left(|\mathbf r+\mathbf d_i|^2-r^2\right)
=k_f\,dt\left(2\mathbf r\cdot\sum_i\mathbf d_i+3\,\frac{a^2}{3}\right)
=a^2k_f\,dt. \tag{9}
$$

The term containing $\mathbf r$ vanishes by (4). From an hcp site the hop vectors change sign, their sum is still zero, and the result is $a^2k_h\,dt$. Averaging over the kind of site gives

$$
\frac{d\langle r^2\rangle}{dt}=a^2\left(k_fP_f+k_hP_h\right). \tag{10}
$$

The cancellation in (9) rests on the zero mean step at each site, which threefold symmetry guarantees, and on the absence of any memory of the direction of arrival. An adatom that has just arrived has no preference for going back or forward beyond what the three equally likely exits imply.

At long times the occupations reach (7), and

$$
k_f\theta_f+k_h\theta_h=\frac{k_fk_h+k_hk_f}{k_f+k_h}=\frac{2k_fk_h}{k_f+k_h}. \tag{11}
$$

The slope of $\langle r^2\rangle$ is then $2a^2k_fk_h/(k_f+k_h)$. By (2) it equals $4D$, and division by four gives (1).

The same result can be read as a count of hops. The stationary hop rate is $3(k_f\theta_f+k_h\theta_h)=6k_fk_h/(k_f+k_h)$. Multiplying by the squared hop length $a^2/3$ and dividing by four again gives (1).

## Effect of the starting site

A simulation usually starts the adatom in a definite site, not in the stationary mixture. Inserting (8) in (10), with $P_h=1-P_f$, gives

$$
\frac{d\langle r^2\rangle}{dt}=4D+a^2(k_f-k_h)[P_f(0)-\theta_f]e^{-\Gamma t}. \tag{12}
$$

Integration from zero to $t$ turns the exponential into $(1-e^{-\Gamma t})/\Gamma$. For a start in fcc, $P_f(0)-\theta_f=1-\theta_f=k_f/(k_f+k_h)$, and

$$
\langle r^2\rangle_{\rm fcc}=4Dt+\frac{a^2k_f(k_f-k_h)}{3(k_f+k_h)^2}\left(1-e^{-\Gamma t}\right). \tag{13}
$$

For a start in hcp, $P_f(0)-\theta_f=-k_h/(k_f+k_h)$, and

$$
\langle r^2\rangle_{\rm hcp}=4Dt+\frac{a^2k_h(k_h-k_f)}{3(k_f+k_h)^2}\left(1-e^{-\Gamma t}\right). \tag{14}
$$

The extra terms saturate at constants, so they do not change $D$. They do bias the estimate $\langle r^2\rangle/4t$ at finite $t$, by an amount that falls only as $1/t$. The error of a slope taken at time $t$ falls much faster, as $e^{-\Gamma t}$. For a start in hcp its relative size is $\tfrac12(k_h/k_f-1)e^{-\Gamma t}$, so for $k_h\gg k_f$ the wait must cover more multiples of the relaxation time $1/\Gamma$. For a stationary start the bracket in (12) is zero, and $\langle r^2\rangle=4Dt$ at all times within the model.

## Decay of a density wave

The same coefficient governs the spreading of a dilute density of non-interacting adatoms. Let the mean occupations at position $\mathbf r$ be $u\,e^{i\mathbf q\cdot\mathbf r+\lambda t}$ on fcc sites and $v\,e^{i\mathbf q\cdot\mathbf r+\lambda t}$ on hcp sites. An fcc site at $\mathbf r$ receives adatoms from hcp sites at $\mathbf r+\mathbf d_i$, and an hcp site at $\mathbf r$ receives them from fcc sites at $\mathbf r-\mathbf d_i$. With $g=\sum_ie^{i\mathbf q\cdot\mathbf d_i}$,

$$
\lambda u=-3k_fu+k_hg\,v,\qquad \lambda v=k_fg^*u-3k_hv. \tag{15}
$$

A non-zero solution requires $(\lambda+3k_f)(\lambda+3k_h)=k_fk_h|g|^2$, or

$$
\lambda^2+3(k_f+k_h)\lambda+k_fk_h\left(9-|g|^2\right)=0. \tag{16}
$$

For long waves, (4) removes the linear term of $g$ and (5) gives its quadratic term: $g=3-a^2q^2/4+O(q^3)$. The cubic term is imaginary and enters $|g|^2$ only through its square, so

$$
|g|^2=9-\tfrac32a^2q^2+O(q^4). \tag{17}
$$

One root of (16) tends to $-\Gamma$ as $q\to0$. It is the relaxation between the two kinds of site. The other root tends to zero as $q^2$. For it $\lambda^2$ is of order $q^4$ and may be dropped at leading order:

$$
\lambda=-\frac{k_fk_h}{3(k_f+k_h)}\,\frac{3a^2q^2}{2}+O(q^4)
=-\frac{a^2}{2}\frac{k_fk_h}{k_f+k_h}\,q^2+O(q^4). \tag{18}
$$

The diffusion equation $\partial n/\partial t=D\nabla^2n$ has $\lambda=-Dq^2$. Comparison gives (1) again and shows that diffusion is isotropic at this order.

## Limits and the reduction to one kind of site

For equal sites, $k_f=k_h=k$ and $D=a^2k/4$. For unequal sites, (7) lets (1) be written as

$$
D=\frac{a^2k_f}{2}\,\theta_f=\frac{a^2k_h}{2}\,\theta_h. \tag{19}
$$

If $k_h\gg k_f$, then $\theta_f\to1$ and $D\to a^2k_f/2$, twice the equal-site expression with the same $k_f$. In this limit the hcp site is a brief stop. The adatom enters a given hcp site at rate $k_f$ and leaves it through each of three exits with probability $1/3$. One exit leads back; the other two lead to new fcc sites. Each of the six neighbouring fcc sites is reached through one hcp site, hence at rate $k_f/3$. Six hops of length $a$ then give $D=\tfrac14\cdot6\cdot(k_f/3)a^2=a^2k_f/2$, as required.

A simulation on fcc sites alone can reproduce the long-time diffusion at any ratio of rates. If $\kappa$ is its hop rate to each of six neighbours, its diffusion coefficient is $6\kappa a^2/4$. Equating this to (1) gives

$$
\kappa=\frac{2D}{3a^2}=\frac{k_fk_h}{3(k_f+k_h)}. \tag{20}
$$

This replacement keeps $D$ but discards the time spent in hcp sites. It is therefore unsuited to questions such as whether an island nucleates in hcp stacking.

## Temperature dependence

Let the two rates have a common, temperature-independent prefactor $\nu$:

$$
k_f=\nu e^{-xE_f},\qquad k_h=\nu e^{-xE_h},\qquad x=\frac{1}{k_BT}. \tag{21}
$$

Both barriers end at the same saddle point, so $\Delta=E_f-E_h$ is the energy of the hcp site above the fcc site. The logarithm of (1) is a constant plus $\ln k_f+\ln k_h-\ln(k_f+k_h)$. Since $dk_f/dx=-E_fk_f$, and likewise for $k_h$, the local activation energy is

$$
E_D=-\frac{d\ln D}{dx}=E_f+E_h-\frac{k_fE_f+k_hE_h}{k_f+k_h}
=\theta_fE_f+\theta_hE_h. \tag{22}
$$

The last step puts the terms over a common denominator, where $k_fE_f$ and $k_hE_h$ cancel and $k_hE_f+k_fE_h$ remains. The activation energy is the average of the two barriers, weighted by where the adatom spends its time.

From (7) and (21), $\theta_f=1/(1+e^{-x\Delta})$, so $d\theta_f/dx=\Delta\,\theta_f\theta_h$. Writing $E_D=E_h+\theta_f\Delta$ gives $dE_D/dx=\Delta^2\theta_f\theta_h$, which is positive for either sign of $\Delta$. On cooling, $E_D$ rises towards the larger barrier, the one out of the more stable site. An Arrhenius plot is slightly curved, and its apparent prefactor changes too: from $a^2\nu/4$ when $k_BT\gg|\Delta|$ to $a^2\nu/2$ when $k_BT\ll|\Delta|$. The first regime is useful only if $k_BT$ is still well below both barriers, since otherwise separate hops are not defined.

## A worked example

Take the round model parameters $a=2.8$ Å, $\nu=5\times10^{12}$ s$^{-1}$, $E_f=0.20$ eV and $E_h=0.17$ eV. The hcp site then lies $0.03$ eV above the fcc site. At $200$ K, $k_BT=0.01723$ eV, and (21) gives

$$
k_f=4.562\times10^7\ {\rm s^{-1}},\qquad k_h=2.601\times10^8\ {\rm s^{-1}}. \tag{23}
$$

The occupations are $\theta_f=0.851$ and $\theta_h=0.149$. By (19),

$$
D=\tfrac12(2.8\ \text{Å})^2(4.562\times10^7\ {\rm s^{-1}})(0.851)
=1.52\times10^8\ \text{Å}^2\,{\rm s^{-1}}, \tag{24}
$$

or $1.52\times10^{-8}$ cm$^2$ s$^{-1}$. The equivalent rate on an fcc-only lattice, from (20), is $\kappa=1.29\times10^7$ s$^{-1}$ for each neighbour.

The choice of barrier can now be judged. The equal-site expression with the fcc rate, $a^2k_f/4$, gives $0.89\times10^8$ Å$^2$ s$^{-1}$, which is 41% below (24). The fast-hcp limit $a^2k_f/2$ gives $1.79\times10^8$ Å$^2$ s$^{-1}$, which is 18% above it. Since $\theta_f$ lies between $1/2$ and $1$ when $k_f\le k_h$, which for a common prefactor means that fcc is the more stable site, (19) shows that either expression is wrong by at most a factor of two. The equal-site expression with the hcp rate has no such bound. It exceeds $D$ by the factor $1/(2\theta_h)$, which is $3.4$ at $200$ K. At $100$ K, where $\theta_f=0.970$, the factor is about $17$. With a common prefactor, as assumed here, a single barrier used alone should be the one out of the more stable site.

For scale, a change of $0.01$ eV in a barrier changes its rate at $200$ K by $e^{0.01/0.01723}\approx1.8$. An error of that size in the saddle energy changes both rates, and hence $D$, by this factor, which matters about as much as the choice between the two fcc-based expressions. By (1), the same error in $E_f$ alone changes $D$ by a factor of $1.6$ to $1.7$, and in $E_h$ alone by only about 10%. The three digits in (24) describe the model, not the accuracy to be expected for a real surface.

The relaxation rate is $\Gamma=9.17\times10^8$ s$^{-1}$, so a deviation from the stationary occupations falls by a factor $e$ in $1.09$ ns. The saturated offsets in (13) and (14) are $-0.27$ Å$^2$ and $+1.56$ Å$^2$. An adatom that starts in the deep fcc site is slow to begin moving, while one that starts in hcp leaves early. The mean square displacements, in Å$^2$, are:

| $t$ (ns) | fcc start | hcp start | $4Dt$ |
|---|---|---|---|
| 1.09 | 0.49 | 1.65 | 0.66 |
| 3.27 | 1.73 | 3.47 | 1.99 |
| 109 | 66.1 | 67.9 | 66.4 |

At $1.09$ ns the estimate $\langle r^2\rangle/4t$ is 26% too low from fcc and about $2.5$ times $D$ from hcp. At $109$ ns the errors relative to $D$ are $-0.4$% and $+2.4$%.

The temperature dependence follows from (1) and (22):

| $T$ (K) | $\theta_f$ | $D$ (Å$^2$ s$^{-1}$) | $E_D$ (eV) |
|---|---|---|---|
| 100 | 0.970 | $1.58\times10^3$ | 0.199 |
| 200 | 0.851 | $1.52\times10^8$ | 0.196 |
| 400 | 0.705 | $4.17\times10^{10}$ | 0.191 |

At $400$ K the hcp barrier is only $4.9\,k_BT$, so the picture of separate, independent hops is less secure there, and that row mainly illustrates the formulas. The activation energy changes by only $0.008$ eV over this range. A straight-line Arrhenius fit would hardly reveal the second site, although that site holds 30% of the occupation at $400$ K.

## When the three directions are not equivalent

The derivation of (1) through (9) uses the vanishing mean step at each site. To see the effect of unequal rates, keep the site positions fixed but multiply both rates across a bond of direction $\mathbf d_i$ by $w_i$. This describes a changed saddle energy. Forward and backward rates keep their ratio, so the occupations (7) are unchanged. Define

$$
W=\sum_iw_i,\qquad s_1=\sum_iw_i\,\mathbf q\cdot\mathbf d_i,\qquad
s_2=\sum_iw_i(\mathbf q\cdot\mathbf d_i)^2. \tag{25}
$$

In (15) and (16) the number $3$ becomes $W$, the number $9$ becomes $W^2$, and $g$ becomes $\sum_iw_ie^{i\mathbf q\cdot\mathbf d_i}=W+is_1-s_2/2+O(q^3)$. Hence $|g|^2=W^2-Ws_2+s_1^2+O(q^4)$, and the slow root gives

$$
\mathbf q\cdot\mathsf D\cdot\mathbf q
=\frac{k_fk_h}{k_f+k_h}\left(s_2-\frac{s_1^2}{W}\right), \tag{26}
$$

where $\mathsf D$ is the diffusion tensor. The first term is what hop counting gives. The second is a back-correlation: the mean step from fcc is $\mathbf m=\sum_iw_i\mathbf d_i/W$, that from hcp is $-\mathbf m$, and successive steps tend to cancel. Threefold symmetry makes $\mathbf m=0$ and restores (1).

Let $w_1=w_2=1$ and $w_3=w$. Then $\sum_iw_i\mathbf d_i=(w-1)\mathbf d_3$ by (4). Averaging (26) over two perpendicular unit vectors replaces $s_2$ by $Wa^2/6$ and $s_1^2$ by $(1-w)^2a^2/6$. The ratio of the true average to the hop-counting value is

$$
1-\frac{(1-w)^2}{W^2},\qquad W=2+w. \tag{27}
$$

For $w=0.2$ this is $1-0.64/4.84=0.868$. With the rates (23), hop counting gives $1.12\times10^8$ Å$^2$ s$^{-1}$, while the true average is $0.97\times10^8$ Å$^2$ s$^{-1}$. If the rates differ between the three bond directions in the same way in every surface cell, with forward and backward rates across each bond changed by the same factor as equilibrium requires, (26) has to replace (1). A driving force that breaks this condition produces a drift, and (26) no longer applies. On a uniformly strained surface, (25) is evaluated with the strained hop vectors. Adding the same vector to all three $\mathbf d_i$ leaves (26) unchanged, so a displacement of the hcp sites within the cell has no effect on $\mathsf D$ if the rates stay the same.

Memory of the direction of arrival can break the derivation at the same place. If an adatom arrives with enough unspent energy to prefer going on or turning back, the cross term in (9) no longer averages to zero. Jumps beyond the nearest hollow add terms that (1) does not contain. Both effects call for rates beyond $k_f$ and $k_h$, and a static calculation of the two barriers does not supply them.
